Bessel zeros and the missing conductance steps of a sodium neck

**Problem**

When a sodium wire is pulled apart at low temperature, the last metallic neck between the two pieces is less than a nanometre in radius. Its conductance is found preferentially near 1, 3, 5 and 6 times the quantum

G0 = 2e²/h = 77.48 μS,

whose inverse is 12.906 kΩ. Values near 2 and 4 are not favoured.

Model the neck as a straight tube of circular cross-section, radius R, with impenetrable walls, filled with free electrons. Wide electrodes feed it without reflection, the bias is small and the temperature low. Find the conductance as a function of R and account for the sequence. For numbers, treat sodium as a free-electron metal: body-centred cubic, one conduction electron per atom, lattice constant roughly 0.42 nm. Then decide which features survive if the neck is not quite circular, not infinitely long, or has a wall of finite height.

**A tempting solution**

The transverse wave must vanish at the wall. In a circular tube it is a Bessel function J_m(κr), so κR must be a zero of J_m. In ascending order the zeros are

2.405, 3.832, 5.136, 5.520, 6.380, …

A mode conducts once k_F R exceeds its zero, k_F being the Fermi wavenumber, and each conducting mode contributes G0. As the neck widens, the conductance therefore climbs through 1, 2, 3, 4, 5 quanta.

The zeros are right and so is their order. The prediction nevertheless contains 2 and 4, and it gives no reason to prefer 1, 3, 5 and 6.

**Where it fails**

The solution counts zeros, whereas the current is carried by quantum states. To see how many states belong to one zero, write out the separation. With electron mass m_e, put

ψ = f(r) e^{imφ} e^{ikz}, m = 0, ±1, ±2, …

into −(ħ²/2m_e)∇²ψ = Eψ. This gives

f'' + f'/r + (κ² − m²/r²) f = 0,

E = ħ²(κ² + k²)/2m_e.

The solution that is finite on the axis is J_|m|(κr). The radial equation contains m² only, so +m and −m have the same radial function and the same threshold. Their angular factors e^{imφ} and e^{−imφ} are nevertheless orthogonal. They are two states, circulating in opposite senses around the axis, and each carries its own current along z. A zero of J_0 thus stands for one orbital state, and a zero of J_m with m > 0 for two. Spin is already contained in the factor 2 of G0.

**The right solution**

*Current of one state.* A transverse state with threshold energy E_t has E = E_t + ħ²k²/2m_e and velocity v = (1/ħ) dE/dk. Per unit length there are 2 dk/2π electron states in dk, including spin. Electrons moving right are filled according to the left electrode, f_L, and those moving left according to the right one, f_R. The net current is

I = 2e ∫ (dk/2π) v (f_L − f_R) = (2e/h) ∫ dE (f_L − f_R).

The velocity has cancelled against dk/dE. If E_t lies many k_BT below the Fermi energy, the last integral equals eV, so I = (2e²/h)V. If E_t lies many k_BT above it, the integral is negligible. Hence

G = G0 N(R),

where N is the number of transverse states with κ < k_F.

*Thresholds.* Let j_mn be the n-th positive zero of J_m. The wall requires κR = j_mn, so a mode opens at

R_mn = j_mn/k_F.

The zeros follow from the power series

J_m(x) = Σ_s (−1)^s (x/2)^{2s+m} / [s!(s+m)!].

*Has any zero been overlooked?* For given m ≥ 0 the values κ² are the stationary values of

∫ (f'² + m²f²/r²) r dr / ∫ f² r dr,

with f(R) = 0. The n-th value is the smallest possible maximum of this ratio over a set of n independent trial functions and their combinations. Take the first n solutions for m+1 as trial functions for m. The term m²f²/r² is smaller than before, so the maximum is lower. Therefore j_mn < j_(m+1)n: at fixed n the zeros rise with m.

Now look for zeros below j_31 = 6.380. With n = 1, they can come only from m = 0, 1, 2. With n = 2, m = 0 gives 5.520, while m = 1 already gives 7.016 and larger m gives more. With n = 3, the smallest is j_03. Since J_0' = −J_1, a zero of J_1 lies between any two successive zeros of J_0, so j_03 lies above the second zero of J_1, which is 7.016. The list up to 6.380 is complete:

(|m|,n) = (0,1): 2.405, one state, N becomes 1
(1,1): 3.832, two states, N becomes 3
(2,1): 5.136, two states, N becomes 5
(0,2): 5.520, one state, N becomes 6
(3,1): 6.380, two states, N becomes 8

The numbers 2 and 4 are absent because the second and third states open together, as do the fourth and fifth. The single step from 5 to 6 occurs because the next state has m = 0. The same reasoning removes 7.

A separate calculation of the disc, with polynomials that vanish on the rim and no Bessel functions, reproduced the ten lowest thresholds to within 10⁻⁴ in κR. It gave the same sequence 0, 1, 3, 5, 6, 8.

**Numbers for sodium**

A body-centred cubic cell holds two atoms, so the electron density is

n_e = 2/(0.42 nm)³ = 26.99 nm⁻³.

Filling a sphere in k-space with two spins gives n_e = 2(4πk_F³/3)/(2π)³, or k_F³ = 3π²n_e. Thus

k_F = 9.280 nm⁻¹, E_F = ħ²k_F²/2m_e = 3.281 eV.

The first mode opens at R = 2.4048/9.280 = 0.259 nm. In the same way N becomes 3 at 0.413 nm, 5 at 0.553 nm, 6 at 0.595 nm and 8 at 0.687 nm. The rough lattice constant supports only two figures in each radius; the third is kept to compare the radii with one another. With impenetrable walls no mode propagates below 0.259 nm, and a neck of finite length then conducts by tunnelling alone.

The plateaus differ greatly in width. In R they extend over 0.154 nm for N = 1, 0.141 nm for 3, 0.041 nm for 5 and 0.093 nm for 6. The plateau at 5 is narrow because j_21 and j_02 nearly coincide.

Thermal smearing of the electron distribution is not what threatens it. At its middle, k_F R = 5.328, the two neighbouring thresholds are separated by

E_F (5.5201² − 5.1356²)/5.3279² = 0.474 eV,

and the Fermi energy lies near the centre of this gap. For comparison, k_BT is 0.36 meV at 4.2 K and 26 meV at 300 K. Direct integration of the current over k at 4.2 K and 1 mV gave G/G0 = 5.00000 at this radius.

**If the neck is not circular**

Let the semi-axes be R(1+ε) and R(1−ε), and set x = R(1+ε)u, y = R(1−ε)v. The ellipse becomes a unit disc. To first order in ε, the equation for the transverse wave φ is

[−(∂_u² + ∂_v²) + 2ε(∂_u² − ∂_v²)] φ = (κR)² φ.

To find what the second term does, define D± = ∂_u ± i∂_v. Then

∂_u² − ∂_v² = (D₊² + D₋²)/2.

In polar coordinates (s,θ) of the disc, D± = e^{±iθ}(∂_s ± (i/s)∂_θ). The power series gives J_m' − mJ_m/x = −J_(m+1) and J_m' + mJ_m/x = J_(m−1). Consequently D₊ raises m by one and D₋ lowers it by one, and the perturbation changes m by ±2.

For the first pair write φ± = J_1(js)e^{±iθ}, with j = j_11. Then

D₋φ₊ = jJ_0(js), D₋²φ₊ = −j²J_1(js)e^{−iθ} = −j²φ₋.

The perturbation therefore connects φ₊ with φ₋ through the matrix element 2ε(−j²/2) = −εj². Its diagonal elements vanish because m must change. The 2×2 problem has eigenvalues

(κR)² = j²(1 ∓ ε), κR ≈ j(1 ∓ ε/2).

The pair splits, and a plateau at 2 appears with width εj_11 in k_F R. For ε = 0.05 this is 0.1916; a numerical solution of the ellipse gives 0.1919.

For the second pair, a change of ±2 cannot connect +2 with −2, which differ by 4. There is no first-order splitting. In second order the two are linked through states with m = 0, so a width proportional to ε² is expected. Numerically the plateau at 4 widens by a factor 3.90 when ε goes from 0.01 to 0.02, close to the factor 4 of a square law. At ε = 0.05 its width is 0.077.

The absence of 2 and 4 thus rests on the symmetry of the cross-section, and an elliptical distortion lifts both degeneracies. The plateau at 2 is the more sensitive to a weak elliptical distortion.

**If the neck has a finite length**

Let the neck widen smoothly as

R(z) = R0 √(1 + z²/L²).

This shape can be treated without assuming that it varies slowly. Put f² = R0² + L² and use coordinates ξ, η defined by

z = fξη, r = f√[(1+ξ²)(1−η²)].

Eliminating ξ at fixed η gives r²/[f²(1−η²)] − z²/(f²η²) = 1. The wall is therefore the surface η = η0 = L/f, and the axis is η = 1.

The coordinates are orthogonal: (∂z/∂ξ)(∂z/∂η) = f²ξη and (∂r/∂ξ)(∂r/∂η) = −f²ξη. The squared scale factors are f²(ξ²+η²)/(1+ξ²) for ξ, f²(ξ²+η²)/(1−η²) for η, and r² for φ. Insert them in the general Laplacian and use

1/(1−η²) − 1/(1+ξ²) = (ξ²+η²)/[(1+ξ²)(1−η²)].

With c = k_F f and ψ = S(η)P(ξ)e^{imφ}, the wave equation multiplied by f²(ξ²+η²) separates into

[(1−η²)S']' + [λ + c²η² − m²/(1−η²)] S = 0,

[(1+ξ²)P']' + [c²ξ² − λ + m²/(1+ξ²)] P = 0.

The first equation, with S(η0) = 0 and S finite at η = 1, fixes λ. In the second let w = 1+ξ² and P = u/√w. Then

wP' = √w u' − ξu/√w.

On differentiating, the terms in u' cancel and leave

(wP')' = √w u'' − u/w^{3/2}.

Dividing by √w and writing c²ξ² = c²w − c² gives u'' + Qu = 0, with

Q = c² − (c²+λ)/(1+ξ²) + (m²−1)/(1+ξ²)².

Each mode meets its own one-dimensional barrier. The wall does not mix modes, because S does not depend on ξ. Solving for the transmissions numerically and adding them gives G, including tunnelling just below a threshold and reflection just above it.

Call a plateau a distinct local minimum of the slope dG/dx, where x = k_F R0 and L/R0 is held fixed. For L/R0 = 3 the minima lie at G/G0 = 1.00, 3.00, 5.0 and 6.00. The one near 5 is not flat: its slope is 1.3 G0, against more than 9 G0 at the steepest step. Between the ideal thresholds at 5.136 and 5.520 the conductance rises from about 4.0 to 5.5 quanta, because the steps on either side are broadened and reach into the plateau. For L/R0 = 1 the minima lie at 1.00, 2.99 and 5.98 (the last uncertain by about 0.01, since G still slopes there), and the one near 5 has gone. The broadened steps at 5.136 and 5.520 have merged into a single rise from 3 to 6.

Degeneracy thus explains why 5 is allowed and 4 is not, but 5 shows up as a plateau only if the neck is gradual enough. At R0 = 0.574 nm, the ratio L/R0 = 3 means L = 1.7 nm.

**If the wall has a finite height**

Electrons at the Fermi level are held in by the work function W, roughly 2.7 eV for sodium. In a straight tube at threshold, the wave outside decays as K_m(qr), the modified Bessel function that vanishes at infinity, with

q = √(2m_eW)/ħ = 8.42 nm⁻¹.

Continuity of the wave and its slope at r = R requires

k_F J_m'(k_F R)/J_m(k_F R) = q K_m'(qR)/K_m(qR).

The opening radii become 0.169, 0.324, 0.465, 0.505 and 0.600 nm. Each is about 0.09 nm smaller than before, since the wave now spreads beyond R. The order of the modes is unchanged, so the sequence 1, 3, 5, 6, 8 stands. In k_F R the plateau at 5 shrinks from 0.384 to 0.366, a loss of about 5 % of its hard-wall width. The conductance values are therefore more trustworthy than the radii assigned to them.

**Beside a real sodium contact**

Sodium suits the model because it has one s-like valence electron per atom and a nearly free conduction band. The lattice constant and work function used here are rough but typical. One assumption that a real contact breaks is that R can be varied continuously. Across the plateau at 5 the hard-wall neck gains an area

π(R_02² − R_21²) = 0.149 nm²,

while one atom occupies about n_e^(−2/3) = 0.111 nm². The whole plateau corresponds to little more than one atom in the cross-section. A single rearrangement can carry the neck past it, so an individual pulling trace need not show every value. Preferred values are sought by collecting many traces, and their relative frequency depends on which atomic arrangements are stable, about which this model says nothing.

Real necks also depart from roundness. An elliptical distortion with ε = 0.05 opens windows of 0.19 at 2 quanta and 0.08 at 4, still narrow beside the plateaus at 1 and 3, whose widths become 1.33 and 1.14. Which pair splits depends on the shape. A wall r = R(1 + ε cos 4θ) keeps fourfold symmetry, so the pair m = ±1 stays degenerate, but it couples +2 directly with −2. The window at 4 is then of first order, εj_21 = 0.26 for ε = 0.05, and is slightly wider than what remains of the plateau at 5. Scattering by disorder in the leads, left out here, lowers the conductance below the integers by an amount that depends on the sample. The self-consistent potential of the neck is also omitted. For these reasons the comparison is with values near 1, 3, 5 and 6, not with exact integers.

The program prints the thresholds and widths for the circle, the ellipse and the finite wall, and the plateaus of the finite neck.

Numbers as computed

```
lattice constant (rough input): 0.42 nm
work function (rough input): 2.7 eV
electron density: 26.99 nm^-3
kF: 9.280 nm^-1;  EF: 3.281 eV
G0: 77.481 uS;  1/G0: 12.906 kOhm
|m|=0 n=1: zero 2.4048, opens at R = 0.2591 nm, then G/G0 = 1
|m|=1 n=1: zero 3.8317, opens at R = 0.4129 nm, then G/G0 = 3
|m|=2 n=1: zero 5.1356, opens at R = 0.5534 nm, then G/G0 = 5
|m|=0 n=2: zero 5.5201, opens at R = 0.5948 nm, then G/G0 = 6
|m|=3 n=1: zero 6.3802, opens at R = 0.6875 nm, then G/G0 = 8
|m|=1 n=2: zero 7.0156, opens at R = 0.7560 nm, then G/G0 = 10
plateau values found from the disc without Bessel functions: [0, 1, 3, 5, 6, 8]
width of plateau 1 in kF*R: 1.4269;  in R: 0.1538 nm
width of plateau 3 in kF*R: 1.3039;  in R: 0.1405 nm
width of plateau 5 in kF*R: 0.3845;  in R: 0.0414 nm
width of plateau 6 in kF*R: 0.8601;  in R: 0.0927 nm
middle of plateau 5: kF*R = 5.3279, R = 0.5741 nm
G/G0 there from the k-integral (1 mV, 4.2 K): 5.00000
subband gap (2,1)-(0,2) there: 0.474 eV
kB*T at 4.2 K: 0.36 meV
kB*T at 300.0 K: 25.85 meV
ellipse eps = 0.05: thresholds kF*R = [2.4135 3.7482 3.9401 5.0762 5.153  5.6109]
  width of plateau 2: 0.1919;  eps*j11 = 0.1916
  width of plateau 4: 0.0767
  plateau-4 width ratio, eps 0.02 to 0.01: 3.900
neck L/R0 = 3, asymptotic half-angle 18.4 deg, steepest dG/dx = 9.48 G0
  plateau at kF*R0 = 3.12: G/G0 = 1.000, dG/dx = 0.000 G0
  plateau at kF*R0 = 4.50: G/G0 = 3.000, dG/dx = 0.000 G0
  plateau at kF*R0 = 5.34: G/G0 = 4.994, dG/dx = 1.319 G0
  plateau at kF*R0 = 5.94: G/G0 = 6.000, dG/dx = 0.015 G0
neck L/R0 = 1, asymptotic half-angle 45.0 deg, steepest dG/dx = 4.01 G0
  plateau at kF*R0 = 3.02: G/G0 = 0.997, dG/dx = 0.091 G0
  plateau at kF*R0 = 4.44: G/G0 = 2.994, dG/dx = 0.245 G0
  plateau at kF*R0 = 5.86: G/G0 = 5.979, dG/dx = 0.903 G0
finite wall: decay constant 8.418 nm^-1
  |m|=0 n=1: kF*R = 1.5648, R = 0.1686 nm
  |m|=1 n=1: kF*R = 3.0042, R = 0.3237 nm
  |m|=2 n=1: kF*R = 4.3192, R = 0.4654 nm
  |m|=0 n=2: kF*R = 4.6849, R = 0.5048 nm
  |m|=3 n=1: kF*R = 5.5720, R = 0.6004 nm
  width of plateau 5 in kF*R: 0.3658
neck area change over plateau 5: 0.1494 nm^2
area per atom, density^(-2/3): 0.1111 nm^2
```
